# Elastic misfit energy of a solute and its release at a surface

## The situation

A silicon film grows from a beam of atoms, with a little gallium supplied as an acceptor. Each arriving layer can bury a gallium atom, or the atom can change places with a silicon atom above it and stay on the growing surface. Gallium is somewhat too large for a silicon site. Buried, it compresses itself and pushes its neighbours outward; at the surface part of that strain can relax. How much elastic energy does burial store, and how much of it does the surface give back?

The model is a sphere in an elastic continuum. The host has a spherical cavity of radius \(r\). The solute, when free of stress, has radius \(r(1+e)\), where \(e\) is the misfit and not a charge. Solute and host are isotropic and linear elastic, they stay bonded, and \(|e|\ll1\). Energies are kept to order \(e^2\), so volumes and areas may be evaluated at radius \(r\).

## First case: a rigid solute

If the solute cannot be compressed, the cavity wall must move outward by \(er\). To prepare for a softer solute, call the wall displacement \(cr\); here \(c=e\).

The displacement in the host is radial, \(u(\rho)\), hence free of curl. Without body forces, equilibrium then requires a constant dilatation:
\[
\frac{1}{\rho^2}\frac{d}{d\rho}(\rho^2u)=3a
\quad\Rightarrow\quad u=a\rho+\frac{b}{\rho^2}.
\]
In an infinite host \(u\) must vanish far away, so \(a=0\), and \(u(r)=cr\) gives \(b=cr^3\). The strains are
\[
\varepsilon_{\rho\rho}=\frac{du}{d\rho}=-\frac{2cr^3}{\rho^3},\qquad
\varepsilon_{\theta\theta}=\varepsilon_{\phi\phi}=\frac{u}{\rho}=\frac{cr^3}{\rho^3}.
\]
Their sum is zero. At every point the host changes shape but keeps its density, so its bulk modulus cannot enter. With host shear modulus \(G\), the radial stress is \(\sigma_{\rho\rho}=2G\varepsilon_{\rho\rho}\), and the pressure on the wall is
\[
p=-\sigma_{\rho\rho}(r)=4Gc .
\]
The pressure grows linearly while the wall moves by \(cr\), so the work stored in the host is
\[
E_{\rm host}=\tfrac12\,p\,(4\pi r^2)(cr)=8\pi Gr^3c^2 .
\]
For the rigid solute \(E=8\pi Gr^3e^2\). The sign of \(e\) does not matter: an undersized solute costs as much as an oversized one.

## Second case: a compressible solute

Let the solute have bulk modulus \(K\). Its radius ends at \(r(1+c)\) instead of \(r(1+e)\), so every length in it shrinks by the fraction \(e-c\) and its volume by \(3(e-c)\). A uniform compression involves no shear, so the solute's own shear modulus drops out. Its energy is
\[
E_{\rm sol}=\tfrac12K[3(e-c)]^2\,\frac{4\pi r^3}{3}=6\pi Kr^3(e-c)^2 .
\]
The interface settles where the total energy is least:
\[
\frac{d}{dc}(E_{\rm sol}+E_{\rm host})=-12\pi Kr^3(e-c)+16\pi Gr^3c=0 .
\]
Division by \(4\pi r^3\) gives \(3K(e-c)=4Gc\), which states that the two pressures are equal. Therefore
\[
c=\frac{3K}{3K+4G}\,e,\qquad e-c=\frac{4G}{3K+4G}\,e .
\]
Insert both, with \(D=3K+4G\):
\[
E_0=\frac{\pi r^3e^2}{D^2}\left(96KG^2+72K^2G\right)
=\frac{24\pi KGr^3e^2}{D^2}(4G+3K),
\]
\[
\boxed{E_0=\frac{24\pi KG\,r^3e^2}{3K+4G}}
\]
The first term in the bracket is the solute's energy, so the solute holds the share \(4G/D\) and the host \(3K/D\).

The limits behave as they should. For \(K\to\infty\) the rigid result \(8\pi Gr^3e^2\) returns. For \(G\to\infty\) the cavity cannot move and \(E_0\to6\pi Kr^3e^2\), pure compression of the solute. For \(G\to0\) the host gives way like a liquid and nothing is stored.

The two moduli belong to different bodies, and this was tested with four unlike values. In common units the solute had bulk and shear moduli 1.7 and 0.4, the host 2.9 and 1.1. A radial finite-element minimization in a host of outer radius \(200r\) reproduced \(E_0\), \(c/e\) and the solute's share to within \(2\times10^{-5}\).

### What small misfit leaves out

Keep the two radii distinct: cavity \(r_0=r\), free solute \(r_1=r(1+e)\), final radius \(R_f\). With linear response of each body from its own free size,
\[
E=6\pi Kr_1(r_1-R_f)^2+8\pi Gr_0(R_f-r_0)^2 .
\]
These are two springs in series, with constants \(k_1=12\pi Kr_1\) and \(k_0=16\pi Gr_0\), sharing the total extension \(r_1-r_0\). The minimum is
\[
E=\frac12\frac{k_0k_1}{k_0+k_1}(r_1-r_0)^2
=\frac{24\pi KG\,r_0r_1(r_1-r_0)^2}{3Kr_1+4Gr_0}.
\]
Divided by \(E_0\) this is \((1+e)D/[D+3Ke]=1+(4G/D)e+O(e^2)\). The relative correction is of first order in \(e\). It is not the whole correction of that order: real moduli change with compression, and at finite misfit the strain is no longer strictly linear in the displacement.

## Third case: taking the host away

To see what releases \(E_0\), let the host be a concentric shell with a free outer surface at radius \(R\) and bulk modulus \(K_h\). Now \(a\) need not vanish. Since \(3\lambda+2G=3K_h\), where \(\lambda\) is the host's Lamé constant,
\[
\sigma_{\rho\rho}=3\lambda a+2G\left(a-\frac{2b}{\rho^3}\right)=3K_ha-\frac{4Gb}{\rho^3}.
\]
Zero stress at \(R\) gives \(a=4Gb/(3K_hR^3)\). With \(q=r^3/R^3\), the wall displacement and pressure are
\[
c=a+\frac b{r^3}=\frac b{r^3}\left(1+\frac{4Gq}{3K_h}\right),\qquad
p=\frac{4Gb}{r^3}(1-q).
\]
Hence \(p=4G_{\rm eff}c\), with
\[
G_{\rm eff}=\frac{G(1-q)}{1+4Gq/(3K_h)} .
\]
The free surface does no work, so the earlier minimization holds with \(G\) replaced by \(G_{\rm eff}\). If \(K_h=K\), multiply numerator and denominator by \(1+4Gq/(3K)\):
\[
\frac{KG_{\rm eff}}{3K+4G_{\rm eff}}
=\frac{KG(1-q)}{3K+4Gq+4G(1-q)}
=\frac{KG(1-q)}{3K+4G},
\]
\[
E=E_0\left(1-\frac{r^3}{R^3}\right).
\]
With a shell one solute radius thick, \(R=2r\), solute and shell together still store 0.875 of \(E_0\). The energy reaches zero when \(R\to r\), that is, when no host is left around the solute.

This limit shows how much a surface can release at most if the host is unstrained without the solute. Strain energy is never negative, so moving a solute from the bulk to any site of such a host releases at most \(E_0\) of strain energy. A site that is already stretched, as can occur at a reconstructed surface, may release more when an oversized solute fills it. The full amount is released if the surface site leaves the solute and its neighbours unstrained. The bound concerns strain energy alone; surface stress and bond energies are separate.

## Fourth case: buried under a flat surface

During growth the solute has host on one side and a free surface on the other. Let the solid fill \(z\ge0\), with the solute's centre at depth \(d\ge r\). From here on solute and host have the same moduli and Poisson ratio \(\nu\).

### The image field

Outside the solute the bulk displacement is that of a point source of strength \(A=cr^3\),
\[
\mathbf u_{\rm bulk}=-A\nabla\psi,\qquad \psi=\frac1{|\mathbf x-d\,\hat{\mathbf z}|}.
\]
It leaves a traction on \(z=0\). An image field \(A\mathbf w\) must cancel it while satisfying equilibrium,
\[
\nabla^2\mathbf w+\frac{1}{1-2\nu}\nabla(\nabla\cdot\mathbf w)=0 .
\]
Let \(\varphi=1/|\mathbf x+d\,\hat{\mathbf z}|\), which is harmonic in the solid because its singularity lies outside. Try
\[
\mathbf w=\alpha\nabla\varphi+\beta z\nabla\partial_z\varphi+\gamma\hat{\mathbf z}\,\partial_z\varphi .
\]
For harmonic \(f\), \(\nabla^2(zf)=2\partial_zf\). Thus
\[
\nabla^2\mathbf w=2\beta\nabla\partial_z^2\varphi,\qquad
\nabla\cdot\mathbf w=(\beta+\gamma)\partial_z^2\varphi ,
\]
and equilibrium requires \(2\beta(1-2\nu)+\beta+\gamma=0\), or
\[
\gamma=-(3-4\nu)\beta,\qquad \beta+\gamma=-2(1-2\nu)\beta .
\]

On \(z=0\) the mirror relation \(\psi(z)=\varphi(-z)\) gives \(\partial_z\psi=-\partial_z\varphi\) and \(\partial_z^2\psi=\partial_z^2\varphi\). The shear traction is proportional to \(\partial_zu_x+\partial_xu_z\). The bulk field contributes \(+2\partial_x\partial_z\varphi\), and the three image terms contribute \(2\alpha\), \(\beta\) and \(\gamma\) times the same derivative. So
\[
2+2\alpha+\beta+\gamma=0\quad\Rightarrow\quad 1+\alpha-(1-2\nu)\beta=0 .
\]
The \(y\) direction gives the same condition. The normal traction is proportional to \(\partial_zu_z+\frac{\nu}{1-2\nu}\nabla\cdot\mathbf u\). The bulk field has no dilatation and contributes \(-\partial_z^2\varphi\), so
\[
-1+\alpha+(\beta+\gamma)\frac{1-\nu}{1-2\nu}=0
\quad\Rightarrow\quad -1+\alpha-2(1-\nu)\beta=0 .
\]
Subtracting the shear condition from the normal one leaves \(-2-\beta=0\). Hence
\[
\beta=-2,\qquad \alpha=-(3-4\nu),\qquad \gamma=2(3-4\nu).
\]
All conditions are met and the field decays at infinity, so it is the required solution.

Its dilatation is \(\nabla\cdot\mathbf w=4(1-2\nu)\partial_z^2\varphi\). At the solute's centre the distance to the image point is \(2d\) along the axis, where \(\partial_z^2\varphi=2/(2d)^3=1/(4d^3)\). The image therefore adds the dilatation
\[
\Theta=\frac{A(1-2\nu)}{d^3}=\frac{cr^3(1-2\nu)}{d^3}.
\]
It is positive for an oversized solute: the surface lets it expand.

### The energy

The stress comes from the total strain minus the free expansion \(e\delta_{ij}\), which exists in the solute alone. So
\[
E=\frac12\int\sigma_{ij}\varepsilon_{ij}\,dV-\frac e2\int_{\rm sol}\sigma_{kk}\,dV .
\]
In the first integral \(\sigma_{ij}\varepsilon_{ij}=\partial_j(\sigma_{ij}u_i)\), because the stress is symmetric and divergence-free. It becomes a surface integral, which vanishes on the free surface and at infinity; at the bonded interface traction and displacement are continuous. What remains is
\[
E=-\frac e2\int_{\rm sol}\sigma_{kk}\,dV .
\]
In the bulk \(\sigma_{kk}=-3p=-12Gc\), so \(E_0=8\pi Gr^3ce\), which agrees with the boxed result when \(c\) is inserted.

The image adds \(3K\) times its dilatation to \(\sigma_{kk}\). That dilatation is harmonic, so its average over the spherical solute equals its central value \(\Theta\), even when it varies strongly across the sphere. Thus
\[
E_0-E(d)=\frac e2\,3K\Theta\,\frac{4\pi r^3}{3}=2\pi Kce\,(1-2\nu)\frac{r^6}{d^3}.
\]
Divide by \(E_0=8\pi Gr^3ce\) and use \(K/G=2(1+\nu)/[3(1-2\nu)]\):
\[
\boxed{E(d)=E_0\left[1-\frac{1+\nu}{6}\left(\frac rd\right)^3\right],\qquad d\ge r}
\]
Direct integration of the strain energy over the solute and the whole half-space tested this for \(\nu=0.22\) and 0.35, at \(d=r\) and \(1.7r\). The ratio \(E/E_0\) agreed within \(10^{-5}\).

The energy falls toward the surface, so the solute is attracted with force \(E_0(1+\nu)r^3/(2d^4)\), whatever the sign of the misfit. The attraction is weak, and its energy falls off as \(d^{-3}\). Even at contact the release is \((1+\nu)/6\), which cannot exceed one quarter since \(\nu\le1/2\). In this model most of \(E_0\) stays stored until the solute breaks through the surface.

## From energy to surface concentration

Let \(N_s\) surface sites and \(N_b\) bulk sites be occupied by solute with fractions \(x_s\) and \(x_b\). A solute at the surface has its energy lowered by \(\Delta E\), and solutes do not interact apart from excluding double occupation. With the mixing entropy of both sets of sites, the free energy is
\[
F=-N_sx_s\Delta E+kT\sum_{i=s,b}N_i\left[x_i\ln x_i+(1-x_i)\ln(1-x_i)\right].
\]
Moving one solute from bulk to surface must leave \(F\) unchanged at equilibrium:
\[
-\Delta E+kT\ln\frac{x_s}{1-x_s}=kT\ln\frac{x_b}{1-x_b},
\]
\[
\frac{x_s}{1-x_s}=\frac{x_b}{1-x_b}\,e^{\Delta E/kT}.
\]
For \(\Delta E=0\) the fractions are equal. In a host without prior strain the elastic part alone obeys \(\Delta E\le E_0\), so there \(e^{E_0/kT}\) bounds the elastic enrichment factor. An explicit sum over arrangements of 3000 solutes on 5000 surface and 200 000 bulk sites tested the law for \(\Delta E/kT=0.5\) and 2.4; it held within 0.2 percent.

## Numbers for gallium in silicon

The inputs are rough typical values. The cubic elastic constants \(C_{11},C_{12},C_{44}=166,64,80\) GPa give \(K=(C_{11}+2C_{12})/3=98.0\) GPa. The mean of the Voigt and Reuss averages is \(G=66.8\) GPa, with \(\nu=0.222\). The solute is given the host's moduli. The lattice constant \(a_0=0.543\) nm gives a site volume \(a_0^3/8=0.0200\) nm³, and a sphere of that volume has \(r=0.168\) nm. The misfit is taken as \(e=0.08\), roughly the relative difference between the covalent radii of gallium and silicon. A free Ga–Si bond differs from a Si–Si bond by only about half of this, near 0.04. The continuum model does not decide which figure belongs with the site sphere, and with the smaller one the energy below would be four times smaller. Then
\[
c=\frac{3(98.0)}{3(98.0)+4(66.8)}(0.08)=0.042,\qquad p=4Gc=11.2\ \text{GPa},
\]
\[
E_0=\frac{24\pi(98.0)(66.8)(0.1684)^3(0.08)^2}{3(98.0)+4(66.8)}\ \text{GPa nm}^3 .
\]
Since 1 GPa nm³ is \(10^{-18}\) J, this is \(2.69\times10^{-20}\) J, or 0.168 eV. The solute holds 48 percent and the host 52 percent.

At 800 K, \(kT=0.0689\) eV and \(E_0/kT=2.43\). Full release multiplies the occupation odds by 11.4, so a bulk fraction of \(10^{-4}\) is in equilibrium with a surface fraction of \(1.1\times10^{-3}\). A solute that touches the surface from below releases 0.034 eV, half of \(kT\), and the factor is 1.6. At \(d=2r\) the release is 0.004 eV. For these inputs the elastic energy that a fully buried atom gains from the nearby surface stays below \(kT\) at every depth the formula covers.

### How firm the elastic number is

The radius and the misfit enter with high powers, \(E_0\propto r^3e^2\). A covalent radius of 0.117 nm gives 0.056 eV, a third of the value above; a misfit of 0.06 instead of 0.08 gives 0.094 eV, and the bond misfit of about 0.04 gives 0.042 eV. Halving the solute's \(K\) gives 0.114 eV. Finite misfit with linear springs raises \(E_0\) to 0.174 eV. A solute that stiffens under pressure, described by the Murnaghan equation with \(K'=4\) in a linear host, gives 0.182 eV. If both moduli soften by a rough \(6\times10^{-5}\) per kelvin above 300 K, \(E_0\) falls by 3 percent.

Cubic anisotropy can be treated without an averaged \(G\). For a Fourier component along the unit vector \(\hat{\mathbf k}\), let \(\chi\) be the amplitude of the solute's shape function, \(v_i\hat k_l\) that of the displacement gradient \(\partial_lu_i\), and \(M_{ij}=C_{iljm}\hat k_l\hat k_m\). The energy density, with real amplitudes, is
\[
\tfrac12\mathbf v\cdot M\mathbf v-3Ke\chi\,\hat{\mathbf k}\cdot\mathbf v+\tfrac92Ke^2\chi^2 ,
\]
least at \(\mathbf v=3Ke\chi M^{-1}\hat{\mathbf k}\). For a sphere \(|\chi|^2\) is the same in all directions, so with solute volume \(V\)
\[
E=\tfrac92Ke^2V\left[1-K\langle\hat{\mathbf k}\cdot M^{-1}\hat{\mathbf k}\rangle\right].
\]
In an isotropic host \(M\hat{\mathbf k}=(K+\tfrac43G)\hat{\mathbf k}\), the bracket is \(4G/(3K+4G)\), and \(E_0\) returns. The cubic constants give 0.167 eV, so anisotropy hardly changes the bulk energy. The release near a surface was derived for an isotropic solid only.

### Beside the real case

Gallium does segregate during silicon molecular-beam epitaxy. The temperature of 800 K and the doping of \(5\times10^{18}\) cm⁻³ serve here as example values. The factor 11.4 is nevertheless not a prediction of its segregation. One assumption that fails is that only strain differs between bulk and surface. A rough surface-energy difference of 0.5 J/m² over one (001) site, area \(a_0^2/2\), amounts to 0.46 eV, nearly three times \(E_0\). A rough surface stress of 1 N/m acting on the area change \(2\pi r^2e\) amounts to 0.09 eV.

Charge matters as well. With an intrinsic density \(n_i\) of roughly \(10^{17}\) cm⁻³ at 800 K, neutrality \(2n_i\sinh(\phi/kT)=N_A\) puts the bulk Fermi level \(\phi=0.27\) eV below the intrinsic level, taken here as midgap. This assumes that every gallium atom is ionized; at this doping a sizeable part is not, and \(\phi\) is uncertain by several hundredths of an eV. If the surface pins it at midgap, the bands bend down by that amount, which favours a still ionized acceptor at the surface over the deep bulk. The bending is spread over a depletion width \(\sqrt{2\epsilon\phi/(q^2N_A)}\) of about 8 nm, with \(\epsilon\) the permittivity of silicon and \(q\) here the elementary charge, so across one layer spacing it amounts to less than 0.01 eV. Elastic release is thus one contribution among several of similar or larger size.

Equilibrium must also be reached before burial. An exchange with attempt rate \(10^{13}\) s⁻¹ and barrier \(B\) happens about once in a layer time of 1 s if \(B=kT\ln10^{13}=2.06\) eV. Higher barriers make an exchange within the layer time increasingly unlikely; at 2.4 eV its chance is below 1 percent. The exchange takes place between the surface and the layers just below it, whose spacing \(a_0/4\) is smaller than \(r\). There the continuum gives a scale for the energy, and the site energies themselves need an atomistic calculation. The full set of values is in the numerical output.

## Table of computed values

```
rough C11, C12, C44: 166, 64, 80 GPa
bulk modulus K (solute = host): 98.0 GPa
shear modulus G, mean of Voigt and Reuss: 66.8 GPa
Voigt and Reuss shear moduli: 68.4, 65.2 GPa
Poisson ratio: 0.222
rough lattice constant: 0.543 nm
volume of one site: 0.02001 nm^3
site-sphere radius r: 0.1684 nm
rough misfit e: 0.080
interface strain c: 0.0419
pressure in solute 4Gc: 11.20 GPa
stored energy E0: 0.1678 eV = 2.689e-20 J
share in solute: 0.476
share in host: 0.524
temperature: 800 K, kT: 0.0689 eV
E0/kT: 2.435
buried, d = 1 r = 0.168 nm: released 0.2037 of E0 = 0.03419 eV
buried, d = 2 r = 0.337 nm: released 0.0255 of E0 = 0.00427 eV
buried, d = 4 r = 0.674 nm: released 0.0032 of E0 = 0.00053 eV
free shell R = 2r, equal K: energy left 0.875 of E0
bulk solute fraction: 1.0e-04
full release: odds factor 11.41, surface fraction 1.140e-03
contact release: odds factor 1.64, surface fraction 1.642e-04
sizes of uncertain or neglected effects (rough inputs):
E0 with covalent radius 0.117 nm: 0.0563 eV
E0 with solute K halved: 0.1137 eV
finite misfit, linear springs: 0.1740 eV
finite misfit, Murnaghan solute K'=4: 0.1818 eV
cubic anisotropy, equal moduli: 0.1674 eV
thermal softening input: 6.0e-05 per K above 300 K
thermal softening of E0: 3.0 percent
solute interaction, order 2 x_b E0: 3.4e-05 eV
surface stress 1.0 N/m, size of term: 0.089 eV
surface-energy difference 0.5 J/m^2, per (001) site: 0.460 eV
acceptor density: 5.00e+18 cm^-3
rough intrinsic density at growth: 1.0e+17 cm^-3
band bending to midgap pinning: 0.270 eV
attempt rate 1e+13 1/s, layer time 1.0 s
highest exchange barrier crossed per layer: 2.06 eV
```
